# Oxygen in silicon: diffusivity from the decay of stress-induced dichroism

An isolated oxygen atom dissolved in silicon sits, on average, midway between two neighbouring silicon atoms. The Si–Si axis can point along any of four ⟨111⟩ directions. Uniaxial stress along a suitable axis, applied at a temperature where oxygen can hop, makes some directions more populated than others, and the crystal then absorbs infrared light of different polarizations unequally. When the stress is removed and the anneal continues, this dichroism fades. The problem is to find what its decay says about diffusion.

Let $a$ be the cubic lattice parameter, $b=\sqrt3\,a/4$ the Si–Si distance in the perfect crystal, and

$$u_1=\tfrac{(1,1,1)}{\sqrt3},\quad u_2=\tfrac{(1,-1,-1)}{\sqrt3},\quad u_3=\tfrac{(-1,1,-1)}{\sqrt3},\quad u_4=\tfrac{(-1,-1,1)}{\sqrt3}.$$

Direct addition gives three relations used throughout, with $I$ the unit matrix:

$$u_i\cdot u_j=-\tfrac13\ (i\ne j),\qquad \sum_i u_i=0,\qquad \sum_i u_iu_i^T=\tfrac43 I .$$

The oxygen atom hops at total rate $\Gamma$ to bonds that share a silicon atom with its own.

## (a) Where can the atom go?

**Find the neighbouring bonds, their orientations, the hop length and the mean jump vector. When are the hops equally likely?**

**Solution.** Let the occupied bond have orientation $i$ and end atoms A and B, with $u_i$ pointing from A to B. The four bonds of A point along $+u_1,\dots,+u_4$, and those of B along $-u_1,\dots,-u_4$. The oxygen atom starts at $+\tfrac b2u_i$ from A, or $-\tfrac b2u_i$ from B. Its jumps are therefore

$$d=+\tfrac b2(u_j-u_i)\ \text{about A},\qquad d=-\tfrac b2(u_j-u_i)\ \text{about B},\qquad j\neq i .$$

There are six neighbours, two of each other orientation, so every hop reorients the defect. The squared length is

$$d^2=\tfrac{b^2}{4}\left(1+1+\tfrac23\right)=\tfrac23b^2=\tfrac23\cdot\tfrac{3a^2}{16}=\frac{a^2}{8}.$$

The jumps come in opposite pairs, so with equal probabilities their mean is zero.

In the unstressed crystal, the threefold axis along the bond and inversion through its centre carry the six destinations into one another. Their rates are equal if the atom's state shares this symmetry. The real oxygen atom lies slightly off the axis, so the argument needs its motion around the axis to erase any memory of the last hop before the next one. Part (f) treats two simple kinds of correlated hopping. A special preference for the bond just left is not among them. If such a preference lasts until the next activated hop, the dichroism no longer decays as a single exponential, and the relation between $D$ and the decay time changes. An immediate return merely cancels a hop: it lowers the effective $\Gamma$ and leaves both the single exponential and that relation intact.

## (b) How do the orientations equalize?

**Let $n_i$ be the number of oxygen atoms on bonds of orientation $i$, and $N=\sum_in_i$. Find the decay law of a population difference without stress.**

**Solution.** Atoms leave orientation $i$ at rate $\Gamma$. Atoms in each other orientation enter $i$ at rate $2\Gamma/6=\Gamma/3$. Hence

$$\frac{dn_i}{dt}=-\Gamma n_i+\frac\Gamma3(N-n_i)=-\frac{4\Gamma}{3}\left(n_i-\frac N4\right).$$

Every deviation from $N/4$ decays as $e^{-t/\tau}$ with

$$\frac1\tau=\frac{4\Gamma}{3}.$$

This is faster than $\Gamma$, although each atom leaves its bond at rate $\Gamma$. A hop does not send an atom to the average distribution, but to one of the other three orientations. If $p$ is the probability of orientation $i$ before a hop, afterwards it is $(1-p)/3$, and

$$\frac{1-p}{3}-\frac14=-\frac13\left(p-\frac14\right).$$

Each hop thus multiplies the deviation by $-1/3$. Hops at rate $\Gamma$ remove it at rate $\Gamma(1+\tfrac13)$.

## (c) What does the light see?

**Take a transition dipole along the Si–Si axis. Show that the dichroism decays with the same $\tau$, and find its size after equilibration under [111] stress. Which stress axis produces none?**

**Solution.** For polarization along the unit vector $e$, the absorption is

$$\alpha(e)\propto\sum_in_i(e\cdot u_i)^2 .$$

With equal populations this is $\tfrac N4\cdot\tfrac43=\tfrac N3$ for every $e$. The difference between two polarizations is therefore linear in the deviations $n_i-N/4$. All deviations decay at one rate, so the dichroism is a single exponential with time constant $\tau$.

For stress along $u_1$, orientations 2, 3 and 4 stay equal, each with population $(N-n_1)/3$. For light polarized along $u_1$,

$$\alpha_\parallel\propto n_1+\tfrac19(N-n_1)=\tfrac N9+\tfrac89n_1 .$$

For light polarized across $u_1$, the squares $(e\cdot u_i)^2$ of the other three orientations add to $4/3$, so

$$\alpha_\perp\propto\tfrac43\cdot\tfrac{N-n_1}{3}=\tfrac49(N-n_1).$$

Subtracting, and dividing by the isotropic value $N/3$,

$$\frac{\alpha_\parallel-\alpha_\perp}{\alpha_{\rm iso}}=\frac{\tfrac43n_1-\tfrac13N}{\tfrac13N}=4\left(\frac{n_1}{N}-\frac14\right).$$

To first order in stress, the energy of a defect with axial symmetry about $u_i$, stressed along $s$, is a common term plus a constant times $(s\cdot u_i)^2$. For $s$ along [100] all four squares equal $1/3$, so no alignment results. For [111] compression, let the parallel bond lie higher than the others by $xk_BT$, with $k_B$ the Boltzmann constant; the sign expresses that oxygen pushes its two silicon neighbours apart. The Boltzmann weights are $e^{-x},1,1,1$, so

$$\frac{n_1}{N}=\frac{e^{-x}}{3+e^{-x}} .$$

This is below $1/4$, and the dichroism is negative.

## (d) What is the diffusivity?

**Define $D$ by $\langle R^2\rangle=6Dt$ and express it through $a$ and $\tau$.**

**Solution.** After $n$ hops $R=d_1+\dots+d_n$, and

$$\langle R^2\rangle=\sum_k\langle d_k^2\rangle+2\sum_{k<l}\langle d_k\cdot d_l\rangle .$$

In each cross term, fix everything that happened before hop $l$. The mean of $d_l$ is then zero by part (a), whichever bond the atom occupies, so the cross terms vanish. On average $\Gamma t$ hops occur in time $t$, giving

$$\langle R^2\rangle=\Gamma t\,\frac{a^2}{8}\quad\Rightarrow\quad D=\frac{\Gamma a^2}{48}.$$

Part (b) gives $\Gamma=3/(4\tau)$. Therefore

$$D=\frac{a^2}{48}\cdot\frac{3}{4\tau}=\frac{a^2}{64\,\tau}.$$

The barrier and the attempt frequency have dropped out. As an independent check, the hop matrix was built from the atomic coordinates and diagonalized at small wave vector. It gives a dichroism decay rate of $1.333333\,\Gamma$ and $64D\tau/a^2=1.00000$.

## (e) Is the motion isotropic?

**An atom starts on a bond along $u=u_1$. Find $\langle RR^T\rangle$ at time $t$.**

**Solution.** The mean of $dd^T$ for one hop from orientation $i$ contains each $j$ twice among six hops. The term $j=i$ is zero and may be added:

$$M_i=\frac13\cdot\frac{b^2}{4}\sum_j(u_j-u_i)(u_j-u_i)^T=\frac{b^2}{12}\left(\frac43I+4u_iu_i^T\right)=\frac{b^2}{9}\left(I+3u_iu_i^T\right).$$

The terms linear in $u_j$ vanished because $\sum_ju_j=0$. The first hop has a mean square four times larger along the bond than along a given direction across it.

By part (b), the starting orientation has probability $\tfrac14+\tfrac34e^{-t/\tau}$ and each other one $\tfrac14-\tfrac14e^{-t/\tau}$. Hence

$$\sum_ip_iu_iu_i^T=\frac I3+e^{-t/\tau}\left[\frac34uu^T-\frac14\left(\frac43I-uu^T\right)\right]=\frac I3+e^{-t/\tau}\left(uu^T-\frac I3\right).$$

Cross terms vanish as before, so $\langle RR^T\rangle$ grows at the rate

$$\Gamma\sum_ip_iM_i=\frac{\Gamma b^2}{9}\left[2I+3e^{-t/\tau}\left(uu^T-\frac I3\right)\right].$$

We integrate from 0 to $t$, with $2\Gamma b^2/9=\Gamma a^2/24=2D$ and $\Gamma\tau b^2/3=\tfrac34\cdot\tfrac{a^2}{16}=\tfrac{3a^2}{64}$:

$$\langle RR^T\rangle=2Dt\,I+\frac{3a^2}{64}\left(1-e^{-t/\tau}\right)\left(uu^T-\frac I3\right).$$

The anisotropic term saturates at $+a^2/32$ along the bond and $-a^2/64$ across it, while the isotropic term keeps growing. Without stress, long-range diffusion is isotropic even for oxygen that starts aligned; under a maintained stress that shifts the saddle energies it need not be. An explicit sum over lattice walks at $\Gamma t=1.2$ gives $0.0749\,a^2$ along the starting bond and $0.0375\,a^2$ across it, as the formula does.

## (f) What if the hops remember?

**Find how $D\tau$ changes (i) if the next hop turns about the same silicon atom as the last one with probability $s$, and (ii) if each hop is followed at once by another with probability $q$.**

**Solution (i).** The three other orientations remain equally likely, so part (b) and $\tau$ are unchanged. The displacements, however, become correlated.

Let $e$ be the unit vector from the last pivot atom to the oxygen atom. The other three bond directions at that pivot average to $-e/3$. A hop about the same pivot therefore has the mean jump $\tfrac b2(-\tfrac e3-e)=-\tfrac{2b}{3}e$. Seen from the other silicon atom the oxygen lies along $-e$, so a hop about that atom has mean $+\tfrac{2b}{3}e$. With $m=2s-1$, the mean next jump is $-m\tfrac{2b}{3}e$.

The last jump was $d=\tfrac b2(e-e')$, where $e'$ is the earlier direction from the same pivot and $e\cdot e'=-\tfrac13$. Thus $d\cdot e=\tfrac{2b}{3}$, and successive jumps have

$$\langle d_k\cdot d_{k+1}\rangle=-\frac{4b^2}{9}m=-\frac{2m}{3}d^2 .$$

By the same averaging, the mean new $e$ is $-e/3$ for the same pivot and $+e/3$ for the other, together $-\tfrac m3e$. Each further hop multiplies the correlation by $-m/3$. For a long walk $D$ is multiplied by

$$f=1+2\sum_{r=1}^{\infty}\left(-\frac{2m}{3}\right)\left(-\frac m3\right)^{r-1}=1-\frac{4m/3}{1+m/3}=\frac{1-m}{1+m/3}.$$

At $s=1/2$, $f=1$. At $s=1$, $f=0$: the atom circles one silicon atom for ever, and the dichroism decays as usual with no diffusion at all. The decay alone cannot reveal this memory.

**Solution (ii).** Let bursts start at rate $\Gamma_b$, with $n$ hops having probability $(1-q)q^{n-1}$ and each hop choosing equally among six. One hop multiplies a deviation by $-1/3$, so a burst multiplies it on average by

$$g=\sum_{n\ge1}(1-q)q^{n-1}\left(-\frac13\right)^n=-\frac{1-q}{3+q},\qquad \frac1\tau=\Gamma_b(1-g)=\frac{4\Gamma_b}{3+q}.$$

The mean number of hops per burst is $1/(1-q)$, so $D=\Gamma_ba^2/[48(1-q)]$ and

$$D\tau=\frac{a^2}{64}\,\frac{1+q/3}{1-q}.$$

Bursts carry the atom further for a given loss of alignment, so the simple relation then underestimates $D$.

## (g) What if the stress stays on?

**Suppose the [111] compression of part (c) raises the parallel bond by $xk_BT$ and leaves the saddle energies unshifted. Find the rate at which $n_1$ approaches equilibrium.**

**Solution.** The barrier out of the parallel bond is lower by $xk_BT$, so its exit rate becomes $\Gamma e^x$. The other bonds keep theirs:

$$\frac{dn_1}{dt}=-\Gamma e^xn_1+\frac\Gamma3(N-n_1).$$

The coefficient of $-n_1$ is the relaxation rate, $\Gamma(e^x+\tfrac13)$. Relative to $4\Gamma/3$ it is larger by $\tfrac34(e^x-1)$, which vanishes at small stress. Other shifts of the saddles would change this correction.

## (h) A case in numbers

**Oxygen-containing silicon at 650 K loses its dichroism with $\tau=15000$ s. The alignment was equilibrated at this temperature under [111] compression with a splitting of 5.0 meV, and the hop barrier is 2.5 eV. Find the dichroism, the hop rate and $D$, extrapolate $D$ to 1273.15 K, and judge the errors.**

**Solution.** Here $k_BT=56.01$ meV, so $x=5.0/56.01=0.089$. Part (c) gives $n_1/N=0.2336$ and an initial dichroism of $-6.5\,\%$ of the isotropic absorption. After 30000 s, or $2\tau$, it has fallen by $e^{-2}$ to $-0.89\,\%$.

The hop rate is $\Gamma=3/(4\times15000\ \text{s})=5.0\times10^{-5}\ \text{s}^{-1}$, one hop per 20000 s on average. With $a=0.5431$ nm, or $5.431\times10^{-8}$ cm,

$$D=\frac{(5.431\times10^{-8}\ \text{cm})^2}{64\times15000\ \text{s}}=3.07\times10^{-21}\ \text{cm}^2/\text{s}.$$

During $\tau$ an atom makes 0.75 hops on average, and its rms displacement is $\sqrt{6D\tau}=0.166$ nm, less than one hop length of 0.192 nm. The optical method therefore measures diffusion far too slow to produce a usual concentration profile. Taking $\tau$ for the mean time between hops would give $a^2/(48\tau)=4.10\times10^{-21}\ \text{cm}^2/\text{s}$, which is a third too large.

If the barrier and prefactor stay constant,

$$D(1273.15\ \text{K})=D(650\ \text{K})\exp\left[\frac{2.5\ \text{eV}}{k_B}\left(\frac1{650\ \text{K}}-\frac1{1273.15\ \text{K}}\right)\right]=9.4\times10^{-12}\ \text{cm}^2/\text{s}.$$

In one hour $\sqrt{Dt}$ is then 1.8 µm. A barrier higher by 0.05 eV would multiply the hot value by 1.55, and one lower by 0.05 eV would divide it by 1.55, so at that uncertainty even its first digit is not fixed.

These inputs are rough typical values for silicon with little hydrogen, and the extrapolated $D$ has the known rough size of $10^{-11}\ \text{cm}^2/\text{s}$ near 1000 °C. One assumption that can fail in real wafers is that the oxygen atom hops unaided. Hydrogen can speed up the hops, and $\tau$ then describes the assisted motion, so the extrapolation above no longer applies. If the assistance also causes bursts, part (f) multiplies $D\tau$ by 1.15 for $q=0.1$ and by 2.33 for $q=0.5$; these $q$ are illustrations, not measured values. A slight preference for the same pivot, $s=0.55$, multiplies $D$ by 0.87.

Other corrections are smaller or avoidable:

- Recording the approach to equilibrium under the full stress, instead of the decay after its removal, would give a rate 7.0 % above $1/\tau$ in the model of part (g).
- A temperature 1 K higher raises the hop rate by 7.1 %. The measured $D$ is then right for the true temperature, but assigned to the wrong one.
- With a rough expansion coefficient of $4\times10^{-6}$ per kelvin, near the value at 650 K and above the mean over the range, thermal expansion between 295 K and 650 K raises $a^2$ by 0.28 %, an upper estimate.
- At a rough oxygen content of $10^{18}\ \text{cm}^{-3}$, randomly placed, about 0.4 % of the atoms have another within 1 nm.
- For an assumed saddle frequency of 10 THz, the leading tunnelling correction raises $\Gamma$ by 2.3 % at 650 K and 0.6 % at 1273.15 K. It changes $D$ and $1/\tau$ alike, so it affects the extrapolation but not $D=a^2/(64\tau)$.

The remaining digits are in the numerical output below.

## Table of computed values

```
LATTICE TESTS
neighbouring bonds: 6
dichroism decay rate / total hop rate: 1.333333
64 D tau / a^2 from hop matrix: 1.00000
walk, G t = 1.2: <R^2>/a^2 = 0.150000
  along starting bond: 0.074941 a^2
  across starting bond: 0.037530 a^2
EXAMPLE INPUTS (rough, except lattice parameter)
lattice parameter a: 0.5431 nm
temperature: 650 K, kT = 56.01 meV
dichroism decay time tau: 15000 s
hop barrier: 2.50 eV
stress splitting, [111] compression: 5.0 meV
oxygen concentration: 1.0e+18 cm^-3
EXAMPLE RESULTS
population of bonds along stress: 0.2336
initial dichroism / isotropic absorption: -6.54 %
dichroism after 30000 s: -0.886 %
total hop rate: 5.000e-05 s^-1
mean time between hops: 20000 s
hop length: 0.1920 nm
diffusivity D at 650 K: 3.072e-21 cm^2/s
mean number of hops in tau: 0.75
rms displacement in tau: 0.1663 nm
D if tau is mistaken for time between hops: 4.097e-21 cm^2/s
  ratio to correct D: 1.3333
D extrapolated to 1273.15 K: 9.44e-12 cm^2/s
diffusion length sqrt(D t), 3600 s: 1.84 um
NEGLECTED EFFECTS
decay rate change if stress stays on: 7.0 %
rate change for 1 K temperature error: 7.1 %
D factor, same pivot atom with prob. 0.55: 0.871
D factor, immediate further hop prob. 0.1: 1.148
D factor, immediate further hop prob. 0.5: 2.333
thermal expansion (rough 4e-06 /K), a^2: 0.28 %
atoms with another O within 1 nm: 0.42 %
hot D factor for 0.05 eV barrier error: 1.55
saddle frequency (rough): 10 THz
tunnelling correction to hop rate, 650 K: 2.3 %
tunnelling correction, 1273.15 K: 0.6 %
```
